\section*{Gerchberg-Saxton recovery of pupil phase: monotone descent and wrong limits}

\section{Result and conventions}

A Gerchberg-Saxton sweep alternates between two demands on an optical field: its modulus in the pupil is known, and its modulus in the image has been measured. Let the pupil field on $n$ pixels be $g_j=A_je^{i\varphi_j}$, with $A_j>0$ known and $\sum_jA_j^2=1$. Let $V$ map the pupil to the image samples and satisfy $V^\dagger V=1$. The measured image amplitudes are $b_m\ge0$, the roots of the intensities, scaled so that $\sum_mb_m^2=1$. One sweep is
\begin{equation}
G=Vg,\quad G'_m=b_mu_m,\quad u_m=\frac{G_m}{|G_m|},\quad h=V^\dagger G',\quad g_j^{\rm new}=A_j\frac{h_j}{|h_j|}.
\label{sweep}
\end{equation}
Where $G_m$ or $h_j$ vanishes, any unit phase may be chosen. The amplitude mismatch
\begin{equation}
E(g)=\Big[\sum_m(|G_m|-b_m)^2\Big]^{1/2}
\label{E}
\end{equation}
never increases from one sweep to the next, even if no pupil phase can reproduce the data. The sweep can nevertheless settle at a wrong phase, with $E=0$ or with $E>0$; an instance of each is given below.

For one focused image on an $N\times N$ grid,
\begin{equation}
V_{mj}=\frac1N e^{-2\pi i\,\mathbf k_m\cdot\mathbf x_j/N},
\label{fourier}
\end{equation}
with integer pupil coordinates $\mathbf x_j$. The sum over all $\mathbf k_m$ makes different columns orthogonal, and the prefactor gives each column unit length, so $V^\dagger V=1$. Defocus by $z$ multiplies column $j$ by $e^{i\delta_z}$, where
\begin{equation}
\delta_z(\rho)=\frac{2\pi z}{\lambda}\left(\sqrt{1-\mathrm{NA}^2\rho^2}-1\right)
\label{defocus}
\end{equation}
and $\rho$ is the normalized pupil radius. This preserves the property. For $P$ planes the matrices $U_p$ are stacked and divided by $\sqrt P$; then $V^\dagger V=P^{-1}\sum_pU_p^\dagger U_p=1$. The following proof therefore covers one image and a focus series alike. If image samples are discarded, $V^\dagger V\ne1$ and the proof does not apply as written.

\section{Why the mismatch cannot increase}

Since $G_m$ and $G'_m$ have the same phase, $|G_m-G'_m|=\big||G_m|-b_m\big|$. The triangle inequality shows that no other number of modulus $b_m$ is closer to $G_m$. Hence $E_k=\|Vg_k-G'_k\|$ is the distance from the current image field to the set of fields with the measured modulus.

Now hold $G'_k$ fixed and let $g$ be any pupil field of modulus $A$. Expanding the square gives
\begin{align}
\|Vg-G'_k\|^2
&=g^\dagger V^\dagger Vg+\|G'_k\|^2-2\,{\rm Re}\,(g^\dagger V^\dagger G'_k)\nonumber\\
&=2-2\,{\rm Re}\sum_jg_j^*h_j .
\label{square}
\end{align}
Each term obeys ${\rm Re}(g_j^*h_j)\le A_j|h_j|$, with equality when $g_j$ has the phase of $h_j$. The update in (\ref{sweep}) therefore minimizes (\ref{square}). Define $D_k=\|Vg_{k+1}-G'_k\|$. The old field $g_k$ was also a candidate, so $D_k\le E_k$. Moreover $G'_k$ has the measured modulus, and $E_{k+1}$ is the distance from $Vg_{k+1}$ to the nearest such field. Thus
\begin{equation}
E_{k+1}\le D_k\le E_k .
\label{chain}
\end{equation}

The gain can be made explicit. Let $\delta_j=\arg h_j-\varphi_j$ be the phase step. Equation (\ref{square}) gives $E_k^2=2-2\sum_jA_j|h_j|\cos\delta_j$ for the old field and $D_k^2=2-2\sum_jA_j|h_j|$ for the new one, so
\begin{equation}
E_k^2-D_k^2=2\sum_jA_j|h_j|(1-\cos\delta_j)\ge0 .
\label{gain}
\end{equation}
For random, inconsistent amplitudes $b$, with one plane and with three, this identity held to $3.6\times10^{-16}$ over 60 sweeps each, and the chain (\ref{chain}) held at every sweep to rounding.

\section{What descent does and does not guarantee}

Expanding (\ref{E}) gives $E^2=2-2\sum_mb_m|G_m|$. Where $G_m\ne0$, $\partial G_m/\partial\varphi_j=iV_{mj}g_j$ and $\partial|G_m|={\rm Re}(u_m^*\partial G_m)$. With $\sum_mb_mu_m^*V_{mj}=h_j^*$,
\begin{align}
\frac{\partial E^2}{\partial\varphi_j}
&=-2\,{\rm Re}(ig_jh_j^*)=2\,{\rm Im}(g_jh_j^*)\nonumber\\
&=-2A_j|h_j|\sin\delta_j .
\label{gradient}
\end{align}
The last sign arises because $g_jh_j^*=A_j|h_j|e^{-i\delta_j}$. A small phase step thus points downhill in every pixel.

Each $h_j$ is the inner product of a unit column of $V$ with the unit vector $G'$, so $|h_j|\le1$. Also $\sin^2\delta=(1-\cos\delta)(1+\cos\delta)\le2(1-\cos\delta)$. Hence
\begin{align}
|\nabla E_k^2|^2
&=4\sum_jA_j^2|h_j|^2\sin^2\delta_j\nonumber\\
&\le4A_{\max}\cdot2\sum_jA_j|h_j|(1-\cos\delta_j)\nonumber\\
&\le4A_{\max}(E_k^2-E_{k+1}^2).
\label{gradbound}
\end{align}
Summing over $K$ sweeps makes the right side telescope:
\begin{equation}
\min_{0\le k<K}|\nabla E_k^2|^2\le\frac{4A_{\max}E_0^2}{K}.
\label{rate}
\end{equation}
For a uniform pupil of 97 pixels, $A_{\max}=97^{-1/2}=0.102$. With $E_0=1.127$ and $K=3000$ the bound on the smallest gradient norm is $0.013$ per radian. This is a bound on a slope, not on a phase error. The gradient also vanishes at local minima and saddles, and (\ref{rate}) cannot tell them from the solution.

A local minimum is recognized by its curvature. Write $u_m^*\partial_jG_m=a_{mj}+iK_{mj}$. Then $a_{mj}=\partial_j|G_m|$ and $K_{mj}={\rm Re}(u_m^*V_{mj}g_j)$. Differentiating $|G_m|\partial_j|G_m|={\rm Re}(G_m^*\partial_jG_m)$ once more gives
\begin{equation}
a_{mk}a_{mj}+|G_m|\partial_k\partial_j|G_m|=a_{mk}a_{mj}+K_{mk}K_{mj}+{\rm Re}(G_m^*\partial_k\partial_jG_m).
\end{equation}
The terms in $a$ cancel. Since $\partial_k\partial_jG_m=-\delta_{jk}V_{mj}g_j$, where $\delta_{jk}$ is the Kronecker symbol,
\begin{equation}
\frac{\partial^2E^2}{\partial\varphi_j\partial\varphi_k}
=2\delta_{jk}{\rm Re}(g_j^*h_j)-2\sum_m\frac{b_m}{|G_m|}K_{mj}K_{mk}.
\label{hessian}
\end{equation}
A common phase shift (piston) costs nothing: $\sum_kK_{mk}=|G_m|$ and $\sum_mb_mK_{mj}={\rm Re}(g_j^*h_j)$, so the two terms cancel for the constant vector.

Suppose (\ref{hessian}) is positive in all other directions at a point of zero gradient. Its diagonal entries are then positive, which requires ${\rm Re}(g_j^*h_j)>0$. Together with $\sin\delta_j=0$ this gives $\delta_j=0$, so the point is fixed under a sweep. By continuity, a sweep from close enough cannot jump out of the surrounding valley, and by (\ref{chain}) it cannot climb out. If $E>0$ there and the data are consistent, the point is a trap.

\section{Wrong phase with zero mismatch: the twin}

Let the pupil be symmetric, $A(-\mathbf x)=A(\mathbf x)$, and define $\tilde g(\mathbf x)=g^*(-\mathbf x)$, whose phase is $-\varphi(-\mathbf x)$. Substituting $\mathbf x\to-\mathbf x$ in the focused image gives
\begin{align}
\tilde G(\mathbf k)
&=\frac1N\sum_{\mathbf x}e^{-2\pi i\mathbf k\cdot\mathbf x/N}g^*(-\mathbf x)\nonumber\\
&=\left[\frac1N\sum_{\mathbf x}e^{-2\pi i\mathbf k\cdot\mathbf x/N}g(\mathbf x)\right]^*=G^*(\mathbf k).
\label{twin}
\end{align}
The intensities agree. An odd aberration, such as coma, is its own twin. An even one, such as astigmatism or spherical aberration, changes sign, and a single focused image cannot reveal that sign.

Images in more than one focus plane can remove this degeneracy. The phase (\ref{defocus}) is even in $\mathbf x$ and odd in $z$. Repeating (\ref{twin}) with the factor $e^{i\delta_z}$ yields $\tilde G_z=G_{-z}^*$: the twin exchanges the images at $+z$ and $-z$, so it fails to fit a plane $z$ whenever these two images differ. One defocused image alone is not enough, however: the field $\tilde g\,e^{-2i\delta_z}$ produces $\tilde G_{-z}=G_z^*$ in that plane and is again an exact twin. At least two planes are needed to exclude both fields.

\section{The flat start and its symmetry lock}

For an even aberration, $b$ is even in $\mathbf k$. Start from $\varphi=0$. The image $G_0$ is real and even, because its sine terms cancel in pairs. Replacing its modulus keeps it real and even, and so $h$ is real. If no component vanishes, every later phase is $0$ or $\pi$. In exact arithmetic the sweep cannot reach a smooth even aberration from this start.

The flat field lies midway between the twins. To see the shape of $E^2$ there, follow $g_t=Ae^{it\varphi}$ from the flat field ($t=0$) to the truth ($t=1$). With the real quantities $H=V(A\varphi)$ and $Q=V(A\varphi^2)$,
\begin{equation}
G_t=G_0+itH-\tfrac12t^2Q+O(t^3).
\end{equation}
Where $|G_0|$ is large compared with the corrections,
\begin{equation}
|G_t|\simeq|G_0|+t^2c,\qquad c=\frac{H^2-G_0Q}{2|G_0|}.
\end{equation}
Since $b=|G_1|\simeq|G_0|+c$, to leading order
\begin{equation}
E^2(t)\simeq(1-t^2)^2\sum_mc_m^2 .
\label{well}
\end{equation}
This is a double well with the twins at $t=\pm1$ and a maximum at the flat field. The flat field is then a stationary point that small perturbations can leave, not a trap.

\section{Worked example}

\subsection{Model lens}

Take wavelength $\lambda=13.5$ nm and numerical aperture $\mathrm{NA}=0.33$. The wavefront error is
\begin{equation}
W=0.6\sqrt6\,\rho^2\cos2\theta+0.4\sqrt5\,(6\rho^4-6\rho^2+1)\ \text{nm},
\end{equation}
minus its mean, and $\varphi=2\pi W/\lambda$. The pupil has uniform modulus and a radius of 5.5 pixels. On its 97 pixels the rms wavefront is $0.741$ nm, or $2\pi\times0.741/13.5=0.345$ rad. Each image has $23\times23$ samples with spacing $13.5\times5.5/(23\times0.33)=9.78$ nm.

This grid avoids undefined phases at the flat start. For $\mathbf k\ne0$, $G_0(\mathbf k)$ is proportional to a sum of 23rd roots of unity with integer multiplicities adding to 97. As 23 is prime, the sum vanishes only if all multiplicities are equal, which is impossible because 97 is not divisible by 23. The smallest $|G_0|$ is $2.35\times10^{-4}$.

\subsection{One focused image}

Over the first five sweeps from the flat start, $E$ stays at $0.1455$ and the wavefront error stays at $0.741$ nm. The field has then moved by $6\times10^{-13}$ of its modulus. That exceeds a single rounding error; its cause was not examined. Since small perturbations can leave the flat field, rounding errors can grow and release the lock. Whether they do depends on how the transforms are computed: if the arithmetic keeps the image and $h$ exactly real, the phases stay at $0$ or $\pi$ and the lock holds.

The prefactor of (\ref{well}) is not reliable for this lens: $(\sum_mc_m^2)^{1/2}=0.396$, against the computed $E_0=0.1455$ at the flat field, because the 62 samples with $|c_m|>|G_0|$ violate the assumption of the expansion and supply 87\% of the sum. Only the shape can be compared, with $\sum_mc_m^2$ replaced by the computed $E_0^2$. This gives $E(1/2)=0.75\times0.1455=0.109$; the computed value is $0.0995$, about 9\% lower. For $nE^2$, the same replacement gives the curvature along the unit vector parallel to $\varphi$ as
\begin{equation}
-\frac{4E_0^2}{(0.345)^2}=-\frac{4\times0.02118}{0.1190}=-0.71\ \text{rad}^{-2},
\end{equation}
whereas (\ref{hessian}) gives $-1.30\ \text{rad}^{-2}$. The negative sign confirms that the flat field is not a minimum, but the magnitude is outside the accuracy of the leading-order formula, which requires $|G_0|$ to be large compared with the corrections.

Three starts were then followed for 3000 sweeps. The start $+\varphi/2$ reached the truth and $-\varphi/2$ reached the twin. The flat start with random phases of $0.001$ rad also reached the twin. All three ended with $E\approx10^{-15}$. The twin's wavefront error is $2\times0.741=1.48$ nm, twice the error of assuming a perfect lens. A vanishing residual is thus no proof of a correct phase.

Of 16 starts with independent, uniformly random pixel phases, one ended with $E>0.01$. Sixteen runs are too few to give a reliable rate. The history of this run was
\begin{center}
\begin{tabular}{rr}
Sweep & Mismatch $E$\\
0 & 1.126695\\
10 & 0.090420\\
100 & 0.076872\\
1000 & 0.076870\\
3000 & 0.076870
\end{tabular}
\end{center}
A plateau alone could be very slow descent, so the end point was refined by a trust-region minimization and its curvature computed. One further sweep changes the refined field by $1.1\times10^{-15}$ of its modulus. The lowest curvature of $nE^2$, apart from piston, is $0.045\ \text{rad}^{-2}$, which is positive. Six copies perturbed by random phases of $0.01$ rad rms started at mismatches up to $0.07727$, and all returned to $0.07687$. To numerical precision this is an attracting local minimum. The data are consistent and the truth has $E=0$, so it is a wrong solution.

The trap lies $0.60$ nm from the truth and $1.26$ nm from the twin. Compare the field with half the true phase: its wavefront error is $0.37$ nm, yet its mismatch, $0.0995$, is larger than the trap's $0.0769$. A smaller mismatch does not imply a smaller phase error. The trap has no phase vortex on any closed loop of four neighbouring pupil pixels, so such a vortex is not what holds it.

\subsection{Three focus planes}

With images at $-100$, $0$ and $+100$ nm, the twin has mismatch $0.355$ instead of zero. Both the flat start and the single-image trap now lead to the truth, with error below $10^{-4}$ nm after 2000 sweeps. This shows that the added planes remove these two failures; it does not prove convergence from every start.

\section{Errors in the data}

Descent continues when the data are imperfect, but its limit moves. Each row below changes one effect, with the three planes and the flat start held fixed. Pinhole size and detector pitch are referred to the image.
\begin{center}
\begin{tabular}{lrr}
Neglected effect & $E$ & Error (nm rms)\\
Uniform flare, 3\% & 0.050 & 0.085\\
Pinhole, diameter 20 nm & 0.066 & 0.052\\
Averaging over 9.78 nm pixels & 0.062 & 0.043\\
$10^5$ photons per plane & 0.038 & 0.029\\
Common focus offset, 5 nm & $10^{-15}$ & 0.082
\end{tabular}
\end{center}

The last row has no residual because $\delta_{z+5\,{\rm nm}}=\delta_z+\delta_{5\,{\rm nm}}$: the offset is exactly an extra pupil phase. For small NA its wavefront is $-\tfrac12z\,\mathrm{NA}^2\rho^2$. Over a uniform disk $\rho^2$ has standard deviation $1/\sqrt{12}$, so the rms error is
\begin{equation}
\frac{5\times0.33^2}{2\sqrt{12}}=0.079\ \text{nm},
\end{equation}
close to the computed $0.082$ nm on the pixel pupil. More sweeps cannot remove it; an independent focus reference is needed.

Photon noise can be estimated too. For a Poisson count much larger than one, the root of the count has variance $1/4$. Applying this to all $3\times529$ samples, although weak ones may not meet the condition, gives each scaled amplitude the variance $\sigma^2=1/(4\times3\times10^5)$. This puts the mismatch at the true phase at about $\sqrt{3\times529}\,\sigma=0.036$. The recovered phase has $0.038$; since fitting should lower the mismatch, not raise it, the estimate is slightly low.

For the phase error, let $J_{mj}=\partial|G_m|/\partial\varphi_j=-{\rm Im}(u_m^*V_{mj}g_j)$. With $K$ as in (\ref{hessian}),
\begin{equation}
(J^TJ+K^TK)_{jk}={\rm Re}\sum_m(V_{mj}g_j)^*V_{mk}g_k=A_j^2\delta_{jk}.
\label{split}
\end{equation}
Intensity data respond to $J$ and are blind, at first order, to $K$. If the two parts share (\ref{split}) equally, $J^TJ\simeq A^2/2$, and linear least squares gives a phase variance $2\sigma^2/A^2=2n\sigma^2$. The rms error is then $\sqrt{2\times97/(1.2\times10^6)}=0.0127$ rad, or $0.0127\times13.5/2\pi=0.027$ nm. The single noise sample gave $0.029$ nm. The equal split is an assumption, supported here only by this agreement.

The wavelength and aperture are those of one generation of extreme-ultraviolet scanners; others have a larger aperture. The chosen wavefront is deliberately large: a corrected projection lens of this kind has an rms error of roughly a few tenths of a nanometre or less. Flare of a few per cent is a rough typical level for a bright surrounding field. The table instead spreads 3\% of the light in each small image window uniformly over that window; for an isolated pinhole in a dark mask the share can be much smaller, and real flare is not uniform. At the magnitudes chosen in the table and on this grid, the assumptions of no flare and of perfect focus matter most, each moving the result by about 11\% of the $0.741$ nm wavefront. Apart from the focus row, which stays at $0.08$ nm, the table is not converged with respect to sampling. With $31\times31$ samples on the same pupil the flare error is $0.11$ nm. With pupil radii of 7.5 and 10.5 pixels, on $31\times31$ and $43\times43$ samples and thus larger image windows, the errors become $0.14$ and $0.21$ nm for flare, $0.059$ and $0.060$ nm for the pinhole, $0.053$ and $0.079$ nm for pixel averaging, and $0.044$ and $0.059$ nm for photon noise. The table should not be carried over to a well-corrected lens, because the errors from flare, pinhole and pixel averaging depend on the wavefront itself, and not all of them shrink with it: with the wavefront scaled to 0.3 of its size, the pinhole error falls to $0.019$ nm, but the flare error rises to $0.16$ nm and the pixel error to $0.075$ nm. The focus offset, being an exact added phase, keeps its size and could then rival the signal. If the five errors in the table, which belong to this grid, were independent, their root sum of squares would be $0.14$ nm; if they were aligned and additive, $0.29$ nm. The scalar model also neglects the longitudinal field, which on this pixel pupil carries 2.8\% of the energy for linear polarization. Its effect on the recovered phase was not computed, nor were those of source bandwidth and mask thickness. The values in the table are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
wavelength 13.5 nm, numerical aperture 0.33
pupil pixels 97, image samples per plane 23x23
image sample spacing 9.78 nm
focus planes at -100, 0, +100 nm
true wavefront rms 0.7411 nm = 0.3449 rad
largest defect of the gain identity 3.6e-16
twin mismatch: one plane 1.3e-16, three planes 0.3551
flat start, one plane: mismatch 0.14552 -> 0.14552 after 5 sweeps
flat start: relative field change 6.2e-13, error 0.7411 nm
smallest flat-pupil image amplitude 2.35e-04
curvature of n E^2 at flat field along true phase -1.2981 per rad^2
mismatch at half the true phase 0.09950
One plane, 3000 sweeps: final mismatch, error to truth, error to twin (nm)
  start +half truth: 1.03e-15, 0.0000, 1.4821
  start -half truth: 1.08e-15, 1.4821, 0.0000
  flat + 0.001 rad noise: 1.16e-15, 1.4821, 0.0000
random starts 16, with final mismatch above 0.01: 1
stagnated starts polished 1, certified traps 1
mismatch of the start that led to the chosen trap:
  sweep 0: 1.126695
  sweep 10: 0.090420
  sweep 100: 0.076872
  sweep 1000: 0.076870
  sweep 3000: 0.076870
trap mismatch after polishing 0.076870
trap error to truth 0.596 nm, to twin 1.260 nm
trap lowest curvature of n E^2, piston pinned 0.04456 per rad^2
trap relative field change in one sweep 1.1e-15
six 0.01 rad kicks: largest mismatch 0.077272 -> 0.076870
phase vortices: trap 0, truth 0
flare 3 %, pinhole 20 nm, photons per plane 1e+05, focus offset 5 nm
Three planes, 2000 sweeps: final mismatch, wavefront error (nm)
  clean data: 7.72e-16, 0.0000
  flare: 4.99e-02, 0.0849
  finite pinhole: 6.55e-02, 0.0518
  pixel averaging: 6.23e-02, 0.0427
  photon noise: 3.77e-02, 0.0290
  focus offset: 8.84e-16, 0.0816
  clean data, started in trap: 8.31e-16, 0.0000
longitudinal share of field energy, linear polarization 2.77 %
\end{verbatim}
